# KKR forces: ionic Hellmann-Feynman term, core correction and Pulay terms

**Setting.** Hartree atomic units are used, in non-relativistic, spin-unpolarised Kohn-Sham theory with fixed occupations \(f\) and \(V_{xc}=\delta E_{xc}/\delta n\) a local potential. Every \(V\) is an electron potential energy. Nucleus A has charge \(Z\) and position \(\mathbf R\); about it functions are expanded in real spherical harmonics, \(V=\sum V_{lm}(r)Y_{lm}\). The electrostatic energy is
\[U[n;\mathbf R]=\tfrac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}-\sum_a Z_a\int\frac{n(\mathbf r)}{|\mathbf r-\mathbf R_a|}+\tfrac12\sum_{a\ne b}\frac{Z_aZ_b}{|\mathbf R_a-\mathbf R_b|}.\]
\(V_C\) is the Coulomb potential of all electrons and all nuclei but A, so \(V_{\rm eff}=\delta(U+E_{xc})/\delta n=V_C-Z/|\mathbf r-\mathbf R|+V_{xc}\). As in KKR, valence states are eigenstates of \(H=T+V\) with the full potential, while each core consists of closed shells \(\phi_c=u(r)Y_{lm}\) solved in the spherical part of \(V\), so that its density \(n_c(r)\) is spherical.

**(a)** Take
\[E_{\rm sph}[V,\phi_c;\mathbf R]=B[V]-\int n_vV+T_c+U[n;\mathbf R]+E_{xc}[n],\]
with \(B=\sum_vf\varepsilon_v[V]\), \(n_v\) the valence density of \(V\), \(T_c\) the core kinetic energy and \(n=n_v+\sum n_c\). Show that it is stationary at self-consistency and find \(\mathbf F=-dE_{\rm sph}/d\mathbf R\).

**Solution.** First-order perturbation theory gives \(\delta B=\int n_v\,\delta V\). Under a change of \(V\),
\[\delta E_{\rm sph}=\int n_v\delta V-\int n_v\delta V-\int V\delta n_v+\int V_{\rm eff}\,\delta n_v=\int(V_{\rm eff}-V)\,\delta n_v,\]
which vanishes at \(V=V_{\rm eff}\). A change of a radial function \(u\) gives \(\delta T_c+\int V_{\rm eff}\,\delta n_c\). Since \(\delta n_c\) is spherical, the angular integral keeps the spherical part of \(V_{\rm eff}\), and at fixed norm the variation vanishes when \(u\) solves the radial equation in that part.

The changes of \(V\) and \(u\) with \(\mathbf R\) therefore drop out of \(dE_{\rm sph}/d\mathbf R\), which may be taken at fixed \(V(\mathbf r)\), with the core carried rigidly by its nucleus. The discarded \(\delta V\) contains a term \(\propto Z/r^2\), which is integrable against a finite density. At fixed \(V\), the quantities \(B\) and \(n_v\) are constant, and \(T_c\) is unchanged by translation. Two terms remain. The terms of \(U\) that contain \(\mathbf R\) explicitly sum to \(-ZV_C(\mathbf R)\), with derivative \(-Z\nabla V_C\). The core density \(n_c(|\mathbf r-\mathbf R|)\) has \(\partial n_c/\partial\mathbf R=-\nabla n_c\) and contributes \(-\int V_{\rm eff}\nabla n_c\). Hence
\[\mathbf F=Z\nabla V_C(\mathbf R)+\int V_{\rm eff}\nabla n_c\,d^3r=Z\nabla V_C(\mathbf R)-\int n_c\nabla V_{\rm eff}\,d^3r.\]
In the integration by parts the surface term on a sphere of radius \(\epsilon\) about the nucleus is of order \(\epsilon^2\cdot Z/\epsilon\to0\). The first term is the electrostatic force on the nucleus and the second the force of \(V_{\rm eff}\) on the core electrons: together, the force on the ion. The argument uses \(\delta B/\delta V=n_v\) and the dependence of \(U+E_{xc}\) on the density alone. It also holds for valence states in a basis fixed in space, and it does not cover orbital-dependent exchange.

**(b)** Reduce both terms to radial quantities, and evaluate them for a uniform field.

**Solution.** Put \(\mathbf R=0\) and use \(\hat r_m=\sqrt{4\pi/3}\,Y_{1m}\). Near the nucleus \(V_C=V_C(0)+\mathbf g\cdot\mathbf r+o(r)\), since its source is bounded there. Projection on \(Y_{1m}\) gives \(V_{C,1m}=\sqrt{4\pi/3}\,g_mr+o(r)\). In the core term \(\partial_mn_c=n_c'\hat r_m\), and orthonormality of the harmonics selects one component:
\[F_m=Z\sqrt{\frac{3}{4\pi}}\lim_{r\to0}\frac{V_{C,1m}(r)}{r}+\sqrt{\frac{4\pi}{3}}\int_0^\infty r^2n_c'(r)\,V_{{\rm eff},1m}(r)\,dr.\]
The potentials of nucleus A and of its own core are spherical and drop out, so \(V_{{\rm eff},1m}=V_{C,1m}+V_{xc,1m}\).

The \(l=1\) term of the multipole expansion of \(1/|\mathbf r-\mathbf r'|\) is \((4\pi/3)(r_</r_>^2)\sum_mY_{1m}Y_{1m}'\). With the other nuclei counted as negative parts of \(n\),
\[\frac{V_{C,1m}(r)}{r}=\frac{4\pi}{3}\left[\frac1{r^3}\int_0^rn_{1m}r'^3dr'+\int_r^\infty n_{1m}\,dr'\right].\]
At \(r\to0\) this gives \(g_m=\sqrt{4\pi/3}\int_0^\infty n_{1m}dr'=\int n\,\hat r'_m/r'^2\,d^3r'\). Subtracting the limit,
\[V_{C,1m}(r)=\sqrt{\frac{4\pi}{3}}\,g_mr-\frac{4\pi}{3}\,r\int_0^rn_{1m}(r')\left(1-\frac{r'^3}{r^3}\right)dr'.\]
The first piece is a uniform field. With \(\int r^3n_c'dr=-3\int r^2n_c\,dr=-3N_c/4\pi\) it gives a core term \((4\pi/3)g_m(-3N_c/4\pi)=-N_cg_m\), and the Coulomb force is \((Z-N_c)g_m\), that of a point ion. The second piece measures \(l=1\) density inside the core; as \(n_c'<0\), it adds a positive force where \(n_{1m}>0\).

**(c)** The all-electron Kohn-Sham force is \(Z\nabla V_C\) alone. Reconcile this with (a), and find the order of the error made by the spherical core.

**Solution.** If \(\phi_c\) is a bound eigenstate of the full \(H\), then \([\nabla,H]=\nabla V_{\rm eff}\) gives Ehrenfest's relation \(\int|\phi_c|^2\nabla V_{\rm eff}=\langle\phi_c|[\nabla,H]|\phi_c\rangle=0\). For true core states the core term vanishes: the core polarises until it feels no net force, and the \(l=1\) density so created acts on the nucleus through \(V_C\). A spherical core cannot do this, and the core term, first order in the non-spherical potential \(V_{ns}\), appears instead.

For the error, use the Harris functional \(E_H[n]=\sum_{c,v}f\varepsilon[V]-\int nV+U+E_{xc}\) with \(V=V_{\rm eff}[n]\). Insert \(T_c=\sum f\langle\phi_c|H|\phi_c\rangle-\int n_cV\) in \(E_{\rm sph}\) and subtract at the spherical-core density:
\[E_{\rm sph}-E_H=\sum_cf\left(\langle\phi_c|H|\phi_c\rangle-\varepsilon_c[V]\right)\equiv\Delta.\]
For cores that do not overlap the \(\phi_c\) are orthonormal, and the variational principle for the sum of the lowest levels gives \(\Delta\ge0\). The first-order shifts of a closed shell sum to \(\int n_cV_{ns}=0\) in both terms, so \(\Delta\) begins at second order in \(V_{ns}\). Next, \(\delta E_H=\int(n_{\rm out}-n)\delta V\), since \(-\int V\delta n\) cancels \(\delta(U+E_{xc})\); thus \(E_H\) is stationary at the all-electron density, where it equals \(E_{\rm ae}\). The spherical-core density differs from that at first order, so \(E_H-E_{\rm ae}\) is of second order as well. The force error is the derivative of a second-order energy, of order \(V_{ns}\,dV_{ns}/dR\). When cores overlap appreciably, or lie so high that perturbation theory in \(V_{ns}\) fails, (a) is still the derivative of \(E_{\rm sph}\), but \(E_{\rm sph}\) is no longer close to \(E_{\rm ae}\).

**(d)** For Li\(_2\) at \(R=4.5\) bohr in the LDA (Slater exchange, VWN correlation), with uncontracted even-tempered 12s10p3d Gaussians, assemble the force on A from the numerical output and interpret it. Atom A is at \(z=R\), B at \(z=0\), so a positive force is repulsive.

**Solution.** The core is the lowest state among one atom's s functions, whose matrix elements see the spherical part of \(H\); it lies at \(-1.839612\) Ha. The valence state is the third level, \(-0.121445\) Ha. The \(l=1\) limit and the density integral of (b) both give \(g_z=-0.011570\) Ha/bohr. In Ha/bohr,
\[F=\underbrace{3(-0.011570)}_{-0.034709}+\underbrace{0.052297-0.004308}_{0.047989}=0.013280,\]
or 0.683 eV/Å; the core terms are the Coulomb and the exchange-correlation parts. A finite difference that moves nucleus and rigid core in a fixed basis differs from this by \(1.5\times10^{-7}\), against a tested tolerance of \(2\times10^{-5}\), which confirms (a) and (b). When basis and grid move with the atom the difference is \(2.2\times10^{-5}\), 0.2% of the force; the fixed-basis agreement places it in that motion.

The all-electron finite difference is 0.013335 Ha/bohr (0.686 eV/Å). It is basis-limited, non-relativistic LDA for clamped nuclei, not an exact or measured force. Enlarging the basis to 17s12p5d2f moves it by \(+5\times10^{-6}\), the ionic force by about \(-2\times10^{-5}\) and \(g_z\) by \(-7\times10^{-6}\) Ha/bohr, the two levels by \(3\) to \(4\times10^{-5}\) Ha, and the small differences below by 2 to 3%; the last digits quoted belong to this basis. The spherical core shifts the force by \(0.013258-0.013335=-7.7\times10^{-5}\), which is 0.6% of the force and 0.16% of the core term. In energy, \(E_{\rm sph}-E_{\rm ae}=9.0\times10^{-5}\) Ha against \(\Delta=9.7\times10^{-5}\) Ha, a ratio of 0.93. The tests require a ratio between 0.3 and 3 and a shift below 5% of the core term; the second-order scaling itself rests on (c).

Without the core term the force is \(-0.0347\), of the wrong sign and off by \(-0.0480\), 3.6 times the force. With the all-electron density the nuclear term alone gives 0.013317, equal to the finite difference within a basis error of about \(2\times10^{-5}\), as (c) requires. The point-ion picture fails here: the Coulomb core term exceeds \(-2g_z=0.023139\) by 0.029158, and \((Z-N_c)g_z\) is attractive. By (b), the weighted \(n_{10}\) within the core is positive, a shift of density away from B. Its origin is the radial node that orthogonality to the 1s core gives the s component of the valence orbital. Outside the node the s and p components interfere so as to shift density towards B, into the bond; inside it the s component has changed sign while the p component has not, and the shift is reversed. An unpolarised, spherical core is enough to produce this.

**(e)** Let potentials \(V_n\) lie in non-overlapping spheres of radius \(S\), let \(P_n\) project on \(l\le L\) about centre \(n\), and \(Q_n=1-P_n\). Show that KKR cut at \(L\) solves \(H_P=T+\sum_nP_nV_nP_n\), and find its density.

**Solution.** Take a bound state, \(\varepsilon=-\kappa^2/2\), with \(m=0\). \(T\) commutes with \(P_n\). Inside sphere \(n\), applying \(Q_n\) to \((H_P-\varepsilon)\psi=0\) gives \((T-\varepsilon)Q_n\psi=0\), so channels \(l>L\) are regular free waves \(a_li_l(\kappa r)Y_{l0}\), with \(i_l,k_l\) the modified spherical Bessel functions. Applying \(P_n\) gives, for \(l\le L\),
\[-\tfrac12\Big(\psi_l''+\tfrac2r\psi_l'-\tfrac{l(l+1)}{r^2}\psi_l\Big)+\sum_{l'\le L}V_{ll'}\psi_{l'}=\varepsilon\psi_l,\qquad V_{ll'}=\int Y_{l0}V_nY_{l'0}\,d\Omega.\]
Its regular solutions form a matrix \(R(r;\varepsilon)\), normalised to \(R(S)=1\), with \(D=R'(S)\): the energy-dependent partial waves. The source \(P_nV_nP_n\psi\) has \(l\le L\), so outside its sphere each site emits \(\sum_{l\le L}b_lk_lY_{l0}\). The wave from the other site is a free solution regular at centre \(n\) and re-expands as \(\sum_la_li_lY_{l0}\) over all \(l\), with \(a=gb\) and \(g\) the structure constants. With \(\beta_l=b_lk_l(\kappa S)\), \(\bar a_l=a_li_l(\kappa S)\) and \(L_k,L_i\) the diagonal logarithmic derivatives at \(S\), continuity of value and slope reads \(L_k\beta+L_i\bar a=D(\beta+\bar a)\), that is
\[(L_k-D)\beta+(L_i-D)\bar a=0,\]
the KKR secular equation cut at \(L\). No step was approximate. A change \(\delta V_n\) gives \(\delta\varepsilon=\langle P_n\psi|\delta V_n|P_n\psi\rangle\) for normalised \(\psi\), so the density conjugate to \(V\) is \(|P_n\psi|^2\). For space-filling cells the bounding spheres overlap and the re-expansion step needs a separate argument, not given here.

**(f)** Find the Pulay term for a shift of centre \(n\) along \(z\), and explain its size.

**Solution.** For any trial state \(\varepsilon=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle\), so for unit norm \(d\varepsilon/dR=\langle\partial_RH\rangle+2{\rm Re}\langle\partial_R\psi|H-\varepsilon|\psi\rangle\). The part of \(\partial_R\psi\) inside the basis is removed by the secular equation; the rest, the Pulay term, needs a residual \((H-\varepsilon)\psi\). For the KKR state the residual in sphere \(n\) is \((V-PVP)\psi=QVP\psi+VQ\psi\), which vanishes as an operator on and into \(l\le L\).

To get the term itself, repeat (a) with \(B\) built from \(H_P\) and \(n_v=\delta B/\delta V\). Stationarity in \(V\) is unchanged. At fixed cell potentials the centre of \(P\) now moves; the induced \(\partial n_v\) enters as \(\int(V_{\rm eff}-V)\partial n_v=0\), and one new term survives, \(F_P=-\partial B/\partial R|_V\). Translation gives \(P(R)=e^{-R\partial}P(0)e^{R\partial}\) with \(\partial=\partial_z\), hence \(dP/dR=-[\partial,P]\). Inserting \(1=P+Q\),
\[[\partial,P]=(P+Q)\partial P-P\partial(P+Q)=Q\partial P-P\partial Q.\]
This operator is Hermitian because \(\partial^\dagger=-\partial\). Since \(\psi\) is an eigenstate of \(H_P\), the Hellmann-Feynman theorem applies to it:
\[F_P=\sum f\langle\psi|[\partial,P]VP+PV[\partial,P]|\psi\rangle=2\sum f\,{\rm Re}\langle P\psi|V|(Q\partial P-P\partial Q)\psi\rangle.\]
If \(V_n\) moves rigidly too, \(\partial_RV_n=-\partial_zV_n\) and, per electron, \(-d\varepsilon/dR=F_{HF}+F_P\) with \(F_{HF}=\langle P\psi|\partial_zV_n|P\psi\rangle\).

With \(\mu=\cos\theta\), \(\partial_z=\mu\partial_r+(1-\mu^2)r^{-1}\partial_\mu\). The Legendre recurrences \((2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}\) and \((2l+1)(1-\mu^2)P_l'=l(l+1)(P_{l-1}-P_{l+1})\), with \(Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l\), give
\[\partial_z(hY_{l0})=\alpha_{l+1}\Big(h'-\frac{l}{r}h\Big)Y_{l+1,0}+\alpha_l\Big(h'+\frac{l+1}{r}h\Big)Y_{l-1,0},\qquad\alpha_l=\frac{l}{\sqrt{4l^2-1}}.\]
The gradient changes \(l\) by one, so it crosses the cutoff between \(L\) and \(L+1\) alone. With \(i_{l+1}'+(l+2)i_{l+1}/x=i_l\) and \(\alpha=\alpha_{L+1}\),
\[F_P=2\alpha\sum_{l\le L}\int_0^Sr^2\psi_l\Big[V_{l,L+1}\Big(\psi_L'-\frac Lr\psi_L\Big)-V_{lL}\,a_{L+1}\kappa\,i_L(\kappa r)\Big]dr.\]
The first term needs \(V_{l,L+1}\) with \(l\le L\), which is zero for a spherical potential, and the leading power \(r^L\) of \(\psi_L\) cancels in its bracket. The second is set by the first omitted incoming amplitude. For an s wave from distance \(d\), \(k_0(\kappa|\mathbf r-\mathbf d|)=\sum(2l+1)i_l(\kappa r)k_l(\kappa d)P_l\), and at large \(l\) the forms \(i_l\to x^l/(2l+1)!!\), \(k_l\to(\pi/2)(2l-1)!!/x^{l+1}\) make each term proportional to \((r/d)^l\). The large s and p amplitudes near the nucleus, where \(V\) is strongest, are never the differentiated factor once \(L\ge2\). The term is not zero. The omitted amplitude falls with \(L\) more slowly the larger \(r/d\) is where \(V\) acts; the Pulay term itself need not fall evenly, since its two parts can have opposite signs.

**(g)** Read the numerical output for one electron in \(V=(1-r^2/S^2)^2[-Z/r+v_1z+v_2(3z^2-r^2)]\), \(S=2\), \(d=4.5\) bohr, \((Z,v_1,v_2)=(1.5,0.1,0.05)\) at A (\(z=d\)) and \((1.4,-0.1,0.05)\) at B (\(z=0\)). Explain the row \(L=0\).

**Solution.** The force on A is \(-d\varepsilon/dd\). At \(L=1\), in Ha/bohr, \(F_P=4.00\times10^{-4}-1.48\times10^{-5}\approx3.86\times10^{-4}\) and \(-0.0011899+0.000386=-0.000804\), matching the finite difference \(-0.0008042\). The sum rule is tested to \(10^{-7}\) for \(L=0\) to 6. That tolerance probes \(F_P\) for \(L\le2\); the observed remainder, \(9\times10^{-10}\) in size, also resolves \(L=3\) and roughly \(L=4\), but not higher. Its near constancy suggests finite-difference truncation, which is a conjecture.

Since \(V(S)=0\), integration by parts gives \(F_{HF}=-2\langle P\psi|V|\partial P\psi\rangle\), and adding the \(Q\partial P\) term leaves \(-2\langle P\psi|V|P\partial P\psi\rangle\). At \(L=0\), \(\partial P\psi\) is pure \(l=1\), so this vanishes. The output shows \(0.0464\) cancelled by \(-0.0464\), and the force \(-6.81\times10^{-4}\) is the \(P\partial Q\) term alone. The part \(P\psi\) on which \(V\) acts is spherical, like the core in (c), and the Hellmann-Feynman term is 68 times the force, with the opposite sign.

The ratio \(|F_P/F|\) is \(3.0\times10^{-3}\), \(7.2\times10^{-5}\) and \(8.4\times10^{-6}\) for \(L=2,3,4\). The converged force is \(-0.0007906\) Ha/bohr (\(-0.0407\) eV/Å), attractive. At \(L=1\), \(F_{HF}\) misses it by \(4.0\times10^{-4}\) (51%) and the full derivative by \(1.4\times10^{-5}\) (1.7%). At \(L=2\) they miss it by \(1.2\times10^{-6}\) each, on opposite sides. The equal size is an accident of this model: \(F_P\) itself, \(2.35\times10^{-6}\), is about twice the cutoff error and has the same sign, so leaving it out turns an error of \(+1.2\times10^{-6}\) into one of \(-1.2\times10^{-6}\).

**(h)** Replace \(R(r;\varepsilon)\) by combinations of \(u=R(E_\nu)\) and \(\dot u=\partial R/\partial E\) at fixed \(E_\nu\), with \(\omega=\varepsilon-E_\nu\). Find the orders in \(\omega\) of the residual, the eigenvalue error, the extra Pulay term and the force error.

**Solution.** With \(H\) the cell operator of (e), differentiating \((H-E)R=0\) gives \((H-E_\nu)\dot u=u\), and \(\dot u(S)=0\). Then
\[(H-\varepsilon)(u+\omega\dot u)=(H-E_\nu-\omega)(u+\omega\dot u)=\omega u-\omega u-\omega^2\dot u=-\omega^2\dot u.\]
The residual lies in the retained channels, s and p included, and raising \(L\) does not touch it.

Variationally, take \(\varphi=uc+\dot ud\) with \(c\) the boundary values, make \(\Phi=\int_{r<S}[\tfrac12|\nabla\varphi|^2+(V-\varepsilon)\varphi^2]\) stationary in \(d\), and define \(\Phi=\tfrac12S^2c^TD_{\rm lin}c\). For the exact wave Green's identity gives this form with \(D\). Write \(\varphi=Rc+\eta\), \(\eta(S)=0\). The cross term is \(\langle\eta|H-\varepsilon|Rc\rangle\) plus a surface term with factor \(\eta(S)\), both zero, so \(\Phi-\Phi_{\rm exact}=\Phi[\eta]\). Below the lowest level of the sphere with a hard wall \(\Phi[\eta]\) is positive and the stationary point is a minimum. The choice \(d=\omega c\) has \(\eta=-\tfrac12\omega^2\ddot uc+\dots\), so at the minimum \(\Phi[\eta]=O(\omega^4)\) and \(\eta=O(\omega^2)\). The minimising \(d\) thus differs from \(\omega c\) by \(O(\omega^2)\), and the slope of \(\varphi\) at \(S\) differs by \(O(\omega^2)\) from \(D_{\rm lin}c\), the slope of the outer wave at the root. The residual of the assembled state includes this jump and remains of second order. The eigenvalue, shifted linearly by \(D_{\rm lin}-D\), is in error by \(\delta\varepsilon=C\omega^4\) at leading order. At the root the assembled \(\psi\) is continuous; the free parts give \(-\tfrac12S^2\sum_{l\le L}\psi_l\psi_l'(S)\), which cancels \(\Phi\) by the secular equation. Its Rayleigh quotient thus equals the root, and \(\delta\varepsilon\ge0\) for the ground state.

\(F_{HF}\) is linear in \(\eta\), with error \(O(\omega^2)\). The derivative of the eigenvalue is better: at fixed \(E_\nu\), \(d\omega/dd=d\varepsilon/dd=-F\), so the force error is \(4C\omega^3F+O(\omega^4)\). The extra Pulay term, their difference, is \(O(\omega^2)\).

At \(L=4\), going from \(\omega=0.1\) to 0.05 Ha changes \(\delta\varepsilon\) from \(2.349\times10^{-5}\) to \(1.540\times10^{-6}\) Ha, a ratio of 15.25, and the extra Pulay term from \(1.151\times10^{-4}\) to \(2.905\times10^{-5}\) Ha/bohr, a ratio of 3.96; both ratios and the sign of \(\delta\varepsilon\) are tested. The force error at \(\omega=0.05\) is estimated as \(4(1.540\times10^{-6}/0.05)(-7.906\times10^{-4})=-9.7\times10^{-8}\), against the printed \(-1.0\times10^{-7}\). Relative to the force, the extra term is 57%, 15% and 3.7% at \(\omega=0.2\), 0.1 and 0.05 Ha, where waves solved at the eigenvalue leave \(8.4\times10^{-6}\) at the same cutoff.

## Numbers as computed

```
Li2 LDA, R = 4.5 bohr, 12s10p3d, s exponents 0.025 to 2073 bohr^-2, ratio 2.8
levels 1sg 1su 2sg = -1.840357 -1.838916 -0.121445 Ha; spherical core -1.839612 Ha
E spherical core = -14.721591 Ha, E all-electron = -14.721681 Ha
E_sph - E_ae = 9.022e-05 Ha, gap = 9.733e-05 Ha, ratio = 0.927
dV_C/dz(0): l=1 limit -0.011570, density integral -0.011570 Ha/bohr
nuclear term Z dV_C/dz: -0.034709 Ha/bohr
core term, Coulomb: 0.052297 Ha/bohr
uniform-field value -2 dV_C/dz: 0.023139 Ha/bohr
core term, xc: -0.004308 Ha/bohr
core term, total: 0.047989 Ha/bohr
ionic HF force: 0.013280 Ha/bohr
FD fixed basis, rigid core: 0.013280 Ha/bohr
FD moving basis, spherical core: 0.013258 Ha/bohr
FD moving basis, all-electron: 0.013335 Ha/bohr
bare HF, all-electron density: 0.013317 Ha/bohr
ionic - FD fixed = -1.5e-07, ionic - FD sph = 2.2e-05, sph - ae = -7.7e-05 Ha/bohr
error without core term = -0.048043 Ha/bohr
ionic force = 0.6829 eV/Angstrom, all-electron FD = 0.6857 eV/Angstrom
KKR model: S = 2.0 bohr, d = 4.5 bohr, (Z, v1 Ha/bohr, v2 Ha/bohr^2) A (1.5, 0.1, 0.05) B (1.4, -0.1, 0.05)
L, eps (Ha), then Ha/bohr: FD force, HF, Pulay QdP, Pulay PdQ, Pulay sum, FD-HF-Pulay
0 -0.58122422 -0.0006810 0.0463672 -4.64e-02 -6.81e-04 -4.70e-02 -8e-10
1 -0.58154818 -0.0008042 -0.0011899 4.00e-04 -1.48e-05 3.86e-04 -9e-10
2 -0.58161022 -0.0007894 -0.0007918 -3.18e-06 5.53e-06 2.35e-06 -9e-10
3 -0.58161053 -0.0007904 -0.0007905 1.16e-08 4.50e-08 5.66e-08 -9e-10
4 -0.58161057 -0.0007906 -0.0007906 -4.94e-12 -6.66e-09 -6.67e-09 -9e-10
5 -0.58161057 -0.0007906 -0.0007906 -1.23e-12 -1.36e-10 -1.38e-10 -9e-10
6 -0.58161057 -0.0007906 -0.0007906 -2.23e-13 -1.33e-11 -1.36e-11 -9e-10
L=6 force = -0.04065 eV/Angstrom; |Pulay/force| L=2,3,4: 3.0e-03 7.2e-05 8.4e-06
linearised, L=4: omega (Ha), eps error (Ha), extra Pulay (Ha/bohr), force error (Ha/bohr)
0.2 3.413e-04 4.498e-04 -6.7e-06
0.1 2.349e-05 1.151e-04 -8.3e-07
0.05 1.540e-06 2.905e-05 -1.0e-07
ratios omega 0.1/0.05: eigenvalue error 15.25, extra Pulay 3.96
```
